The g Factor of a Bound Dirac-Coulomb Level

An electron of mass m and charge −e, with e > 0, moves in the field of a fixed point nucleus of charge Ze. SI units are used, α without a vector sign is the fine-structure constant, and

V(r) = −ζħc/r, ζ = Zα.

The Dirac Hamiltonian is

H₀ = c**α**·**p** + βmc² + V,

where **α** has the Pauli matrices **σ** in its off-diagonal blocks and β = diag(1, 1, −1, −1). The energy E of a bound level includes the rest energy, and ε = E/(mc²) lies between 0 and 1. The length ƛ = ħ/(mc) is the reduced Compton wavelength.

The angular functions are two-component spinors Ω_κ with total angular momentum j and projection ħm_j. The integer κ equals −(l+1) for j = l + 1/2 and l for j = l − 1/2. Both cases are contained in

**σ**·**L** Ω_κ = −ħ(κ+1)Ω_κ, j = |κ| − 1/2, j(j+1) = κ² − 1/4.

With **n** = **r**/r and σ_n = **σ**·**n**, the spinor σ_nΩ_κ has the same j and m_j, because σ_n is a scalar under rotations, but opposite parity. It is therefore Ω_{−κ} up to a phase, which is chosen so that σ_nΩ_κ = −Ω_{−κ}.

In a weak uniform magnetic field B along z, the g factor is defined by the part of the energy that is linear in B:

ΔE = g μ_B B m_j, μ_B = eħ/(2m).

The result to be derived is

g = κ(κE/(mc²) − 1/2) / [j(j+1)].

In atomic units, where m = 1, the ratio E/(mc²) is written E/c². The formula requires the total energy, not the energy measured from mc². It belongs to the one-electron Dirac equation with a point nucleus; nuclear recoil, nuclear size, nuclear magnetism and radiative corrections are left out.

The field enters through the replacement **p** → **p** + e**A**, with **A** = **B**×**r**/2. Since H₀ is linear in **p**, the added term is linear in B:

W = ec **α**·**A** = (ec/2) **α**·(**B**×**r**) = (ecB/2)(**r**×**α**)_z.

The last form follows from the cyclic symmetry of the triple product.

The Coulomb spectrum has a degeneracy that must be dealt with before first-order perturbation theory is used. Levels with the same principal number n and opposite κ coincide, for example 2s₁/₂ and 2p₁/₂. Under parity **r** changes sign and so does **α**, since β**α**β = −**α**. Hence W is even, while the states κ and −κ have opposite parity, their l values differing by one. W also commutes with J_z and cannot connect different m_j. Within the degenerate set W is thus already diagonal, and ΔE is its expectation value. W does couple levels of different j, which affects the energy at order B². Where a state has a fine-structure partner of the same parity and the same m_j, as for 2p₁/₂ and the m_j = ±1/2 states of 2p₃/₂, the linear law therefore needs μ_B B to be small compared with their splitting. The states 1s₁/₂, 2s₁/₂ and 2p₃/₂ with m_j = ±3/2 have no such partner.

To evaluate the expectation value, write the state as

ψ = (1/r)(PΩ_κ, iQΩ_{−κ}), ∫(P² + Q²)dr = 1,

with real P(r) and Q(r); radial integrals run from 0 to ∞. The identity (**σ**·**r**)(**σ**·**p**) = **r**·**p** + i**σ**·**L**, multiplied from the left by σ_n/r, gives

**σ**·**p** = −iħσ_n[∂/∂r − **σ**·**L**/(ħr)].

Acting on PΩ_κ/r, the square bracket produces P′/r − P/r² + (κ+1)P/r² = (P′ + κP/r)/r, and −iħσ_nΩ_κ = iħΩ_{−κ}. For the lower component κ is replaced by −κ. The factor i in front of Q then gives i·iħ = −ħ. The two rows of H₀ψ = Eψ become

ħc(P′ + κP/r) = (E + mc² − V)Q, (1)

ħc(−Q′ + κQ/r) = (E − mc² − V)P. (2)

Near the nucleus the terms in 1/r dominate. Setting P = a₀r^γ and Q = b₀r^γ gives (γ+κ)a₀ = ζb₀ and (γ−κ)b₀ = −ζa₀. Multiplying these relations yields γ² − κ² = −ζ², so

γ = √(κ² − ζ²).

The condition ζ < |κ| makes γ real, and the solution with positive γ is taken, because for the other root P² + Q² behaves as r^{−2γ} and the mean value of V diverges at the origin. Then P and Q vanish at the origin, and they decay exponentially at large r. These two facts remove all boundary terms below.

The angular part of W comes next. The operator **r**×**α** connects upper and lower components. Using iQΩ_{−κ} = −iQσ_nΩ_κ, the product of the upper component with the lower one contributes

−i R ⟨(**n**×**σ**)_z σ_n⟩_κ, R = ∫ rPQ dr,

where ⟨…⟩_κ is an angular expectation value in Ω_κ. The product rule of the Pauli matrices gives **σ**σ_n = **n** + i**n**×**σ**. Taking the vector product with **n** from the left removes the first term:

(**n**×**σ**)σ_n = i**n**×(**n**×**σ**) = i(**n**σ_n − **σ**).

Since −i·i = 1, the contribution is R⟨n_zσ_n − σ_z⟩_κ. It is real, and the other product of components is its complex conjugate. Therefore

⟨(**r**×**α**)_z⟩ = 2R⟨n_zσ_n − σ_z⟩_κ.

Two relations determine the bracket. Within a multiplet of fixed j, the matrix elements of a vector operator are proportional to those of **J** (the Wigner-Eckart theorem), and the scalar product with **J** fixes the constant. With **J** = **L** + ħ**σ**/2 and **σ**² = 3,

**σ**·**J** = −ħ(κ+1) + 3ħ/2 = ħ(1/2 − κ),

⟨σ_z⟩_κ = m_j(1/2 − κ)/[j(j+1)].

The second relation follows from the anticommutator σ_nσ_z = 2n_z − σ_zσ_n. Multiplying from the right by σ_n, with σ_n² = 1, gives σ_nσ_zσ_n = 2n_zσ_n − σ_z. Its expectation value in Ω_κ is that of σ_z in Ω_{−κ}. Hence

⟨n_zσ_n − σ_z⟩_κ = (⟨σ_z⟩_{−κ} − ⟨σ_z⟩_κ)/2 = κm_j/[j(j+1)],

because the numerators 1/2 + κ and 1/2 − κ differ by 2κ. The energy shift is

ΔE = (ecB/2)·2Rκm_j/[j(j+1)].

Dividing by μ_B B m_j = eħB m_j/(2m) gives

g = (2κ/[j(j+1)]) R/ƛ. (3)

The magnetic moment thus comes from the product of the large and small radial functions, which also determines the circulating current.

The integral R can be found without knowing P and Q. Multiply (1) by rP and (2) by rQ:

ħc(rPP′ + κP²) = (E + mc² − V)rPQ,

ħc(−rQQ′ + κQ²) = (E − mc² − V)rPQ.

Subtract the second line from the first. On the right E and V cancel, leaving 2mc²rPQ. On the left, rPP′ + rQQ′ = (r/2)(P² + Q²)′, which integrates by parts to −1/2. With

⟨β⟩ = ∫(P² − Q²)dr,

the result is 2mc²R = ħc(κ⟨β⟩ − 1/2), or

R = (ƛ/2)(κ⟨β⟩ − 1/2). (4)

Inserting (4) in (3) gives

g = κ(κ⟨β⟩ − 1/2)/[j(j+1)]. (5)

Nothing specific to the Coulomb potential has been used in this step. Equation (5) holds for a bound state in any local central potential V(r), multiplying P and Q alike as V does here, for which the boundary terms vanish. A nonlocal term, such as Hartree-Fock exchange, does not cancel in the subtraction.

The Coulomb form of V is needed to replace ⟨β⟩ by the energy. Multiply (1) by rQ′ and (2) by rP′:

ħc(rP′Q′ + κPQ′) = (E + mc² − V)rQQ′,

ħc(−rP′Q′ + κQP′) = (E − mc² − V)rPP′.

In the sum the products P′Q′ cancel:

ħcκ(PQ)′ = (1/2)r(E − V)(P² + Q²)′ − (1/2)mc²r(P² − Q²)′.

The left side integrates to zero because PQ vanishes at both ends. On the right, integration by parts moves each derivative onto its prefactor. The boundary terms vanish because r(E − V) is finite at the origin and P² + Q² behaves there as r^{2γ}. This leaves

0 = −(1/2)⟨d[r(E − V)]/dr⟩ + (1/2)mc²⟨β⟩,

and therefore the virial relation

mc²⟨β⟩ = E − ⟨d(rV)/dr⟩. (6)

For the Coulomb potential rV = −ζħc is constant, so ⟨β⟩ = E/(mc²) = ε. Equation (5) becomes

g = κ(κE/(mc²) − 1/2)/[j(j+1)], (7)

which is the stated result.

Numbers require the energies, which follow from (1) and (2) by a power series. Let u = (1+ε)/ƛ, w = (1−ε)/ƛ and η = √(uw), the decay constant at large r. Insert

P = e^{−ηr} Σ a_s r^{γ+s}, Q = e^{−ηr} Σ b_s r^{γ+s}, s = 0, 1, 2, …

Equating equal powers of r gives

(γ+s+κ)a_s − ζb_s = ηa_{s−1} + ub_{s−1},

(γ+s−κ)b_s + ζa_s = ηb_{s−1} + wa_{s−1},

with a_{−1} = b_{−1} = 0. For large s the left sides approach sa_s and sb_s. The matrix on the right, with rows (η, u) and (w, η), has eigenvalues 2η and 0. A series that does not end therefore grows as e^{2ηr}, which defeats the factor e^{−ηr}. A normalizable state needs a last power s = N, and then ηa_N + ub_N = 0. The other right side vanishes at the same time because η² = uw.

Because η² = uw, w times the first right side equals η times the second. At s = N the left sides must therefore satisfy

w[(γ+N+κ)a_N − ζb_N] = η[(γ+N−κ)b_N + ζa_N].

Put b_N = −ηa_N/u, use η²/u = w, and divide by a_N:

w(γ+N+κ) + ζηw/u = −w(γ+N−κ) + ζη.

The terms with κ cancel. Division by w then gives

2(γ+N) = ζη(1/w − 1/u) = ζ(u − w)/η = 2ζε/(ƛη).

Since ƛη = √(1−ε²), this reads (γ+N)√(1−ε²) = ζε, and

E = mc²[1 + ζ²/(N+γ)²]^{−1/2}, N = n − |κ|. (8)

For N = 0 the condition at the origin gives b₀/a₀ = (γ+κ)/ζ, whereas termination gives b₀/a₀ = −η/u, which is negative. Since γ < |κ|, this requires κ < 0. There is accordingly no 1p₁/₂ level. For N ≥ 1 both signs of κ occur with the same energy, which is the degeneracy met above.

In the limit ζ → 0, equation (8) gives ε → 1. With j(j+1) = (κ − 1/2)(κ + 1/2), the g factor tends to

g_L = κ(κ − 1/2)/[(κ − 1/2)(κ + 1/2)] = 2κ/(2κ+1).

This is the Landé factor. Nonrelativistically the moment is governed by L_z + ħσ_z = J_z + ħσ_z/2, which gives

g_L = 1 + ⟨σ_z⟩_κ/(2m_j) = 1 − 1/(2κ+1) = 2κ/(2κ+1).

For p₁/₂, κ = 1 and g_L = 2/3. For p₃/₂, κ = −2 and g_L = 4/3. For s₁/₂, κ = −1 and g_L = 2. The Landé values are limits; at finite Z the difference is

g − g_L = −κ²(1 − ε)/[j(j+1)]. (9)

The reduction is proportional to the binding energy. Since 1 − ⟨β⟩ = 2∫Q²dr, it is equally proportional to the weight of the lower component. To lowest order (8) gives 1 − ε ≈ ζ²/(2n²), so

g ≈ g_L − κ²ζ²/[2n²j(j+1)].

For 2p₁/₂ the correction is −ζ²/6, and for 2p₃/₂ it is −2ζ²/15. Equation (9) also shows that 2s₁/₂ and 2p₁/₂, which have equal energy and equal κ², are lowered by the same amount. Their g factors differ by 2 − 2/3 = 4/3 at every Z allowed by the model.

The opposite limit is seen most simply in the 1s level. There N = 0 and |κ| = 1, so ε = γ and

g(1s) = (4/3)(γ + 1/2) = (2/3)(1 + 2γ).

As ζ → 1, γ → 0 and this falls from 2 towards 2/3. This end point belongs to the point-charge model. For 1s, η = ζ/ƛ and P² + Q² is proportional to r^{2γ}e^{−2ζr/ƛ}. Its mean radius (2γ+1)ƛ/(2ζ) tends to ƛ/2, but ⟨1/r⟩ = ζ/(γƛ) diverges as γ → 0. The state thus becomes sensitive to the potential at the smallest r, which a nucleus of finite size changes.

As a worked case take a point nucleus with Z = 80. The digits quoted are those of the model; the omitted radiative change of the spin moment, roughly one part in a thousand, would already alter the last digits of the g factors and Zeeman spacings. Nuclear size also matters at this charge: a uniformly charged sphere of rms radius 5.46 fm raises g(1s) by about 4 × 10⁻⁴ and raises the 1s, 2s₁/₂ and 2p₁/₂ energies by about 55, 9 and 0.8 eV, which lifts the 2s₁/₂–2p₁/₂ degeneracy. Here ζ = 0.583788, and for |κ| = 1

γ = √(1 − 0.583788²) = 0.811906.

The 1s level has ε = 0.811906 and g = (4/3)(1.311906) = 1.7492, about 12.5 percent below the Landé value 2. The weight of its lower component is (1 − 0.811906)/2 = 0.094.

For 2p₁/₂, N = 1 and ζ/(N+γ) = 0.583788/1.811906 = 0.3222. Equation (8) then gives ε = 0.951816, and

g(2p₁/₂) = (4/3)(0.951816 − 0.5) = 0.6024.

For 2p₃/₂, N = 0 and |κ| = 2, so ε = γ/2 = 1.912901/2 = 0.956451. With κ/[j(j+1)] = −2/(15/4) = −8/15,

g(2p₃/₂) = (−8/15)(−2 × 0.956451 − 0.5) = 1.2869.

The two values lie 0.0642 and 0.0465 below 2/3 and 4/3. The lowest-order estimates are 0.0568 and 0.0454, which are too small by about 12 and 2 percent of the full shifts. The 2s₁/₂ level has g = 1.9358, which exceeds the 2p₁/₂ value by 4/3, as derived.

At 1 T, μ_B B = 57.884 μeV. Neighbouring m_j states are separated by g times this energy, which is 34.87 μeV for 2p₁/₂ and 74.49 μeV for 2p₃/₂. The two levels themselves lie 24.622 and 22.254 keV below mc², a splitting of 2.37 keV. The field is therefore weak by a very wide margin.

Hydrogen is different. To lowest order N + γ ≈ n − ζ²/(2|κ|), and (8) places 2p₃/₂ above 2p₁/₂ by mc²ζ⁴/32. For Z = 1 this is about 45 μeV, less than μ_B B at 1 T. The two g factors then describe the initial slopes of the levels, and for the states with m_j = ±1/2, which W couples across this splitting, a field of 1 T is already outside the linear range. The 2p₃/₂ states with m_j = ±3/2 have no partner in 2p₁/₂ and are not subject to this limit. The model values at Z = 1 are 0.6666578 and 1.3333262. Their departures from 2/3 and 4/3, below 10⁻⁵, are much smaller than the omitted radiative change of the electron's spin moment, which is roughly one part in a thousand. These digits show the approach to the Landé limit and are not predictions for the real atom.

A screened potential shows which part of the result is special to the Coulomb field. Let V = −(ζħc/r)e^{−r/d} with Z = 80 and d = 20ƛ ≈ 7.723 pm, a model and not a description of a particular ion. Then

d(rV)/dr = (ζħc/d)e^{−r/d} > 0,

so by (6) ⟨β⟩ is smaller than E/(mc²). For the 1s state the computed values are ε = 0.839532 and ⟨β⟩ = 0.813400. Equation (5) gives g = (4/3)(1.313400) = 1.7512, in agreement with the magnetic matrix element. Putting ε in place of ⟨β⟩ would give 1.7860, an error of 2.0 percent of g. For 2p₃/₂ the corresponding values are 1.2920 and 1.3124, an error of 1.6 percent.

The reason is visible at distances well inside d, where V ≈ −ζħc/r + ζħc/d. The constant term raises the energy by ζħc/d = 0.0292 mc² but leaves the wavefunction, and hence the magnetic moment, unchanged. The computed 1s energy rises by 0.0276 mc², while g changes by only 0.0020. For a screened potential the energy therefore cannot simply be inserted in (7); as long as the screening is a local potential, the mean value ⟨β⟩ is the quantity that determines g. In a real many-electron ion even this is only approximate. With the nonlocal exchange of a 1s² core, (5) misses the magnetic matrix element of the 2s orbital at Z = 80 by about 8 × 10⁻⁵, out of a screening shift of 2.6 × 10⁻³, and further many-electron effects lie outside a one-electron equation.

The Coulomb formula was tested against matrix elements of W, with radial functions obtained by diagonalizing the radial Hamiltonian and angular integrals evaluated from explicit spinors. For seven levels at each of Z = 10, 50 and 80, the largest difference in g was 2.7 × 10⁻¹⁴. This checks the derivation within the Dirac-Coulomb model and says nothing about the omitted effects. The remaining values are listed in the numerical output.

Values computed for the example and the checks

```
Z = 80, Z*alpha = 0.583788, alpha = 0.007297353
m c^2 = 510.99895 keV
hbar/(m c) = 0.386159 pm
mu_B * 1 T = 57.88382 micro-eV
gamma for |kappa|=1: 0.811906
gamma for |kappa|=2: 1.912901
1s1/2: kappa = -1, E/(m c^2) = 0.811906, <beta> = 0.811906
  E - m c^2 = -96.1158 keV, R = -0.253302 pm
  g formula = 1.749208, g matrix element = 1.749208
  Lande = 2.000000, g - Lande = -0.250792
  Zeeman spacing at 1 T = 101.2508 micro-eV
2s1/2: kappa = -1, E/(m c^2) = 0.951816, <beta> = 0.951816
  E - m c^2 = -24.6222 keV, R = -0.280316 pm
  g formula = 1.935754, g matrix element = 1.935754
  Lande = 2.000000, g - Lande = -0.064246
  Zeeman spacing at 1 T = 112.0488 micro-eV
2p1/2: kappa = 1, E/(m c^2) = 0.951816, <beta> = 0.951816
  E - m c^2 = -24.6222 keV, R = 0.087236 pm
  g formula = 0.602421, g matrix element = 0.602421
  Lande = 0.666667, g - Lande = -0.064246
  Zeeman spacing at 1 T = 34.8704 micro-eV
2p3/2: kappa = -2, E/(m c^2) = 0.956451, <beta> = 0.956451
  E - m c^2 = -22.2537 keV, R = -0.465882 pm
  g formula = 1.286881, g matrix element = 1.286881
  Lande = 1.333333, g - Lande = -0.046453
  Zeeman spacing at 1 T = 74.4896 micro-eV
g(2s1/2) - g(2p1/2) from matrix elements = 1.333333
g factors of the 2p levels from the formula:
  Z = 1: 2p1/2 0.6666578, 2p3/2 1.3333262
  Z = 20: 2p1/2 0.6630927, 2p3/2 1.3304895
  Z = 50: 2p1/2 0.6434849, 2p3/2 1.3154327
  Z = 80: 2p1/2 0.6024208, 2p3/2 1.2868807
Screened model, Z = 80, V = Coulomb*exp(-r/d), d = 7.7232 pm
  1s1/2: E/(m c^2) = 0.839532, <beta> = 0.813400
    g matrix element = 1.751201, g with E for <beta> = 1.786043
  2p3/2: E/(m c^2) = 0.980333, <beta> = 0.961230
    g matrix element = 1.291979, g with E for <beta> = 1.312355
largest Coulomb energy error = 3.4e-15 m c^2
largest Coulomb g error = 2.7e-14
```
